# Magnetic-field increase of donor binding from an anisotropic Gaussian

## Problem

A shallow donor in germanium is modelled by one electron of isotropic effective mass $m$, attracted by a charge $+e$ in a medium of relative permittivity $\epsilon$. A uniform magnetic field $B$ points along $z$. The ground state is approximated by the Yafet–Keyes–Adams trial function

$$\psi\propto\exp\left(-\frac{\rho^2}{4a^2}-\frac{z^2}{4b^2}\right),\qquad \rho^2=x^2+y^2 .$$

Find the optimal widths $a$ and $b$ at any field. Then find by how much a field of 10 T raises the binding energy in this approximation. Take the rough values $m=0.12\,m_0$ and $\epsilon=16$. (The arithmetic below uses the unrounded mass $0.11993\,m_0$, whose origin is given in the last section.)

**Units and zero of energy.** Lengths are in the effective Bohr radius $a^*=4\pi\epsilon_0\epsilon\hbar^2/(me^2)=7.06$ nm. Energies are in the effective Rydberg $\mathrm{Ry}^*=\hbar^2/(2ma^{*2})=6.374$ meV. In the symmetric gauge the magnetic terms are $\tfrac12\omega_cL_z+\tfrac18m\omega_c^2\rho^2$, with $\omega_c=eB/m$. The trial state has $L_z=0$. Spin is left out. Dividing by $\mathrm{Ry}^*$ gives

$$H=-\nabla^2-\frac2r+\frac{\gamma^2\rho^2}{4},\qquad \gamma=\frac{\hbar\omega_c}{2\,\mathrm{Ry}^*}=\frac{eBa^{*2}}{\hbar}.$$

A free electron in the field has lowest energy $\hbar\omega_c/2$, which is $\gamma$ in these units. The binding energy is the distance to that edge, $E_B=\gamma-E$. At 10 T, $\gamma=0.757$.

## A tempting solution

Minimizing $\langle H\rangle$ numerically at $\gamma=0.757$ gives $E=-0.644$, so

$$E_B(10\ \mathrm T)=0.7573+0.6445=1.402\ \mathrm{Ry}^*=8.93\ \mathrm{meV}.$$

At zero field the Hamiltonian is that of hydrogen, whose ground-state binding energy is $1\ \mathrm{Ry}^*=6.37$ meV. The field therefore raises the binding energy by $8.93-6.37=2.56$ meV.

## Where it fails

Both energies are correct, but they do not belong to the same approximation. The first is the energy of the best Gaussian; the second is the energy of the function $e^{-r}$, which no choice of $a$ and $b$ can produce. Their difference mixes the effect of the field with the error of the trial function.

A weaker field exposes the fault. At 2 T the best Gaussian has a binding energy of 6.31 meV. The same subtraction then gives $6.31-6.37=-0.06$ meV, as if the field had loosened the electron. As $B\to0$ the supposed field effect does not even vanish. The zero-field reference must be found with the same trial function.

## Energy of the trial function

The density $|\psi|^2\propto\exp(-\rho^2/2a^2-z^2/2b^2)$ is a normal distribution with $\langle x^2\rangle=\langle y^2\rangle=a^2$ and $\langle z^2\rangle=b^2$. Since $\partial_x\psi=-x\psi/(2a^2)$, motion along $x$ contributes

$$\int|\partial_x\psi|^2\,d^3r=\frac{\langle x^2\rangle}{4a^4}=\frac1{4a^2}.$$

The $y$ direction gives the same and the $z$ direction gives $1/(4b^2)$. The diamagnetic term is $\gamma^2\langle\rho^2\rangle/4=\gamma^2a^2/2$.

For the attraction, let $F=\langle2/r\rangle$ and let $x$ now denote the cosine of the polar angle. The density has norm $(2\pi)^{3/2}a^2b$, and its exponent is $-r^2g/2$ with $g=(1-x^2)/a^2+x^2/b^2$. The radial integral is $\int_0^\infty r\,e^{-r^2g/2}dr=1/g$. The azimuth gives $2\pi$, and the two halves of the range of $x$ are equal, so

$$F=\frac{8\pi}{(2\pi)^{3/2}a^2b}\int_0^1\frac{dx}{g}
=\frac Cb\int_0^1\frac{dx}{1-\varepsilon^2x^2},$$

$$C=2\sqrt{\frac2\pi},\qquad \varepsilon^2=1-\frac{a^2}{b^2}.$$

For $b>a$ the integral is $\operatorname{artanh}(\varepsilon)/\varepsilon$. Define $u$ by $\cosh u=b/a$. Then $\tanh u=\varepsilon$ and $b\varepsilon=\sqrt{b^2-a^2}=a\sinh u$, which gives

$$F=\frac{Cu}{\sqrt{b^2-a^2}}=\frac{Cu}{a\sinh u}.$$

For $b<a$ the same integral gives $F=C\arccos(b/a)/\sqrt{a^2-b^2}$, and for $b=a$ it gives $F=C/a$. The energy to be minimized is

$$E(a,b)=\frac1{2a^2}+\frac1{4b^2}+\frac{\gamma^2a^2}2-F(a,b).$$

## Why a stationary point is the global minimum

A second form of $F$ is useful:

$$F=C\int_0^1\frac{dx}{\sqrt{a^2(1-x^2)+b^2x^2}} .$$

For $b>a$ this integral is $\operatorname{arsinh}(\sqrt{b^2-a^2}/a)/\sqrt{b^2-a^2}$, and the inverse hyperbolic sine is again $u$. For $b<a$ it is $\arcsin(\sqrt{a^2-b^2}/a)/\sqrt{a^2-b^2}$, where the arcsine equals $\arccos(b/a)$. The two forms therefore agree.

Put $p=1/a^2$ and $q=1/b^2$. The integrand becomes $\sqrt h$, with

$$h=\left(\frac{1-x^2}p+\frac{x^2}q\right)^{-1}.$$

Let $s+t=1$. The Cauchy–Schwarz inequality gives

$$1=(s+t)^2\le\left(\frac{s^2p}{1-x^2}+\frac{t^2q}{x^2}\right)\frac1h ,$$

with equality when $s/t=(1-x^2)q/(x^2p)$. Thus $h$ is the minimum, over $s$, of functions linear in $p$ and $q$. A minimum of linear functions is concave. The square root is increasing and concave, so $\sqrt h$ is concave, and so is $F$.

The concavity is strict. Between two points with different $p/q$, the minimizing $s$ differs, so $h$ lies strictly above its chord for $0<x<1$. Between two points with equal $p/q$, $h$ is linear and not constant, and the square root supplies the strictness. Consequently

$$E=\frac p2+\frac q4+\frac{\gamma^2}{2p}-F$$

is strictly convex for $p,q>0$. It has at most one stationary point, and such a point is the global minimum.

## The correct zero-field reference

Differentiate the second form of $F$ and then set $b=a$:

$$\frac{\partial F}{\partial a}=-\frac C{a^2}\int_0^1(1-x^2)dx=-\frac{2C}{3a^2},\qquad
\frac{\partial F}{\partial b}=-\frac C{a^2}\int_0^1x^2dx=-\frac C{3a^2}.$$

At $\gamma=0$ the two conditions on a spherical state are

$$-\frac1{a^3}+\frac{2C}{3a^2}=0,\qquad -\frac1{2a^3}+\frac C{3a^2}=0 .$$

Both give the same width,

$$a_0=\frac3{2C}=\frac34\sqrt{\frac\pi2}=0.940 .$$

The sphere is therefore stationary against deformation as well as against a change of size. By convexity no elongated or flattened Gaussian does better. Its energy is

$$E=\frac3{4a_0^2}-\frac C{a_0}=\frac{C^2}3-\frac{2C^2}3=-\frac{C^2}3=-\frac8{3\pi}.$$

The zero-field binding energy of the trial function is thus

$$E_B(0)=\frac8{3\pi}=0.849\ \mathrm{Ry}^*=5.41\ \mathrm{meV},$$

which is 15% below the true value of the same model.

The local energy $H\psi/\psi$ shows what is wrong with the function. For the spherical Gaussian, $\nabla^2\psi=[r^2/(4a^4)-3/(2a^2)]\psi$, so

$$\frac{H\psi}\psi=\frac3{2a^2}-\frac{r^2}{4a^4}-\frac2r .$$

An eigenfunction would make this constant. For $e^{-r}$ it is $-(1-2/r)-2/r=-1$. The Gaussian has no cusp at the donor to cancel $-2/r$, and its tail falls too fast at large $r$. Its density at the donor is $1/[(2\pi)^{3/2}a_0^3]=64/(27\pi^3)$, against $1/\pi$ for $e^{-r}$. The ratio is $64/(27\pi^2)=0.24$, so a contact quantity taken from this function is much worse than its energy.

## The optimum in a field

For $\gamma>0$ write $s=\sinh u$ and $c=\cosh u$, so that $b=ac$ and $\sqrt{b^2-a^2}=as$. Differentiating $\cosh u=b/a$ gives $\partial u/\partial b=1/(as)$ and $\partial u/\partial a=-c/(as)$. From $F=Cu(b^2-a^2)^{-1/2}$,

$$\frac{\partial F}{\partial b}=\frac C{a^2s^2}\left(1-\frac{uc}s\right),\qquad
\frac{\partial F}{\partial a}=-\frac C{a^2s^2}\left(c-\frac us\right).$$

The condition $\partial E/\partial b=0$ reads

$$\frac1{2a^3c^3}=\frac C{a^2s^2}(u\coth u-1),$$

and it fixes the transverse width:

$$a=\frac{\sinh^2u}{2C\cosh^3u\,(u\coth u-1)} .$$

The condition $\partial E/\partial a=0$ reads

$$-\frac1{a^3}+\gamma^2a+\frac C{a^2s^2}\left(c-\frac us\right)=0,$$

and it gives the field to which this $u$ belongs:

$$\gamma^2=\frac1{a^4}-\frac{C}{a^3\sinh^2u}\left(\cosh u-\frac u{\sinh u}\right).$$

It remains to show that every field is reached. As $u\to0$, $u\coth u-1\to u^2/3$ and $a\to3/(2C)$. The bracket divided by $\sinh^2u$ tends to $2/3$, so $\gamma^2\to a^{-3}(1/a-2C/3)=0$. As $u\to\infty$,

$$a\to\frac{e^{-u}}{C(u-1)} .$$

The second term of $\gamma^2$ is then smaller than the first by the factor $2Cae^{-u}\to0$, so $\gamma^2\to\infty$. By continuity each $\gamma>0$ has a solution with $u>0$, and convexity allows no other. The best Gaussian in a field is therefore elongated along $B$.

## The 10 T donor

Solving the last equation for $\gamma=0.7573$ gives $u=0.4193$. Then $\sinh u=0.4317$, $\cosh u=1.0892$ and $u\coth u-1=0.0579$, so

$$a=\frac{0.1863}{2(1.596)(1.292)(0.0579)}=0.780,\qquad b=1.0892\,a=0.850 .$$

As a check, the two terms of $\gamma^2$ are $2.700-2.127=0.573=0.757^2$. In physical units $a=5.51$ nm and $b=6.00$ nm, against 6.64 nm for both at zero field. The field squeezes the electron across $B$. The electron then gains by moving closer to the donor along $B$ too, so $b$ shrinks as well, but less. The energy is

$$E=\underbrace{0.822}_{\text{kinetic},\,\perp}+\underbrace{0.346}_{\text{kinetic},\,z}+\underbrace{0.174}_{\text{diamagnetic}}-\underbrace{1.987}_{\text{Coulomb}}=-0.644 ,$$

to within rounding, and $E_B=1.402\ \mathrm{Ry}^*$ as before. The increase asked for is

$$\Delta E_B=1.402-0.849=0.553\ \mathrm{Ry}^*=3.52\ \mathrm{meV},$$

not 2.56 meV.

## How good is the increase?

The same Hamiltonian was diagonalized in Laguerre functions times spherical harmonics. Enlarging that basis changed the level by less than $10^{-5}\ \mathrm{Ry}^*$ at each field listed. The increases over zero field, in meV, are:

| $B$ (T) | Gaussian | diagonalized | mixed references |
|---|---|---|---|
| 2 | 0.90 | 0.89 | −0.06 |
| 10 | 3.52 | 3.46 | 2.56 |
| 20 | 5.68 | 5.58 | 4.71 |

At 10 T the Gaussian binding energy, 8.93 meV, is 9% below the diagonalized 9.83 meV, yet its increase is only 2% too large. The reason lies in the identity $\Delta E_B=\gamma-[E(\gamma)-E(0)]$. The edge rises by $\gamma=0.757$, and this part carries no trial-function error. The level itself rises by 0.204 in the Gaussian calculation and by 0.215 in the diagonalization, so the error in the increase is only 0.011 $\mathrm{Ry}^*$.

Each Gaussian binding energy is a lower bound within the model, because the variational $E$ is an upper bound and $\gamma$ is known. The difference of two such bounds is not itself a bound, and at the fields listed it lies above the diagonalized value. The sign reverses at stronger fields: at $\gamma=10$ the Gaussian increase is 0.013 $\mathrm{Ry}^*$ too small.

**Weak field.** At the optimum the widths are stationary, so $dE/d(\gamma^2)=\partial E/\partial(\gamma^2)=a^2/2$. With $a_0^2=9\pi/32$,

$$\Delta E_B^{\rm Gauss}\simeq\gamma-\frac{9\pi}{64}\gamma^2=\gamma-0.442\,\gamma^2 .$$

For the true state, first-order perturbation theory uses $\langle r^2\rangle=3$, hence $\langle\rho^2\rangle=2$, and gives $\gamma-\gamma^2/2$. The linear terms agree. The Gaussian is narrower across the field than the true state, so its diamagnetic cost is too small and its increase slightly too large.

**Strong field.** Completing the square gives

$$E_B=F-\frac1{4b^2}-\frac{(1-\gamma a^2)^2}{2a^2}.$$

For large $u$, $1-\gamma a^2\simeq Cae^{-u}$, so the last term vanishes as $e^{-2u}$. The transverse width tends to the free Landau value $a^2=1/\gamma$. The condition on $b$ becomes $1/b=2C(u-1)$, and $F\to Cu/b$. Therefore

$$E_B\to2C^2u(u-1)-C^2(u-1)^2=\frac8\pi(u^2-1).$$

Since $\gamma\simeq C^2(u-1)^2e^{2u}$, the binding energy grows without limit, but only as the square of a logarithm. At $u=8$ the formula gives 160.4 $\mathrm{Ry}^*$, as does the full expression, but there $\gamma\approx10^9$. This is a limit of the Gaussian approximation, which only bounds the model's binding energy from below, and such a field is far outside effective-mass theory.

## Beside a real germanium donor

Shallow donors in germanium are bound by very roughly 10 meV, well above the 6.37 meV of the isotropic model even when that model is solved accurately. The assumption that fails most clearly is the single mass. Germanium has four valleys along the $\langle111\rangle$ axes, with rough masses $0.082\,m_0$ across the axis and $1.6\,m_0$ along it; the $0.12\,m_0$ used here is their conductivity average. With the true masses, and $B$ along the valley axis, the same kind of Gaussian gives 7.70 meV at zero field and 13.13 meV at 10 T, measured from that valley's own Landau edge. The increase is then 5.4 meV instead of 3.5 meV. A converged solution of the same single-valley Hamiltonian gives 9.12 and 14.42 meV, an increase of 5.3 meV. The result above is thus an estimate of scale for germanium, not a prediction of a spectrum.

The field also separates the valleys. For $B$ along [111] at 10 T, the edge of the parallel valley rises by 7.06 meV and those of the three tilted valleys by 2.79 meV. The offset of 4.27 meV is comparable with the 5.4 meV increase found with the true masses. A measured ionization energy therefore depends on which valleys hold the bound electron and on which edge it reaches. The 5.4 meV applies only to a state of the parallel valley, measured from that valley's edge.

Close to the donor ion the screening is incomplete. As a crude model, replace the screened attraction by the bare one, $e^2/(4\pi\epsilon_0r)$, within $r_c=0.245$ nm, about a bond length; the potential then jumps by 5.5 eV at $r_c$. To first order, with the zero-field density $1/(\pi a^{*3})$ of the isotropic model, the extra binding is

$$\frac1{\pi a^{*3}}\,\frac{e^2}{4\pi\epsilon_0}\left(1-\frac1\epsilon\right)2\pi r_c^2=0.46\ \mathrm{meV}.$$

First order underestimates this shift. Without screening the effective Bohr radius would be $a^*/\epsilon=0.44$ nm, not much larger than $r_c$, so the extra attraction draws the envelope inwards. Solving the radial equation for this potential gives 2.6 meV, and the value runs from 0.9 to 8.8 meV as $r_c$ goes from 0.20 to 0.28 nm. The shape of the core matters as much. An unscreened cavity in the dielectric has a continuous potential, with extra attraction proportional to $1/r-1/r_c$. It gives one third of the first-order value, 0.15 meV, and 0.24 meV when solved in full.

Four valleys that combine in phase at the donor make the density there four times larger. The first-order shift would be 1.8 meV if they stayed in phase throughout the sphere, but their phases drift apart over a bond length, so the gain is smaller. The true masses work the other way, because they raise the envelope density at the donor. These figures show that the correction can matter, but they do not fix its size. The atomic structure of the dopant is ignored as well.

Three other effects can be made small or cancel under suitable conditions. At 4.2 K the thermal energy is 0.36 meV, far below the binding energy. At $10^{14}$ donors per cm³ the typical spacing is 215 nm, far larger than the widths found here. The spin splitting at 10 T is 1.16 meV for $g=2$, and it cancels from the binding energy if the bound and free electrons have the same $g$. In germanium $g$ depends on the direction of the field within each valley, so the cancellation is in general only partial. The numerical output lists the widths and binding energies of the isotropic model at the other fields.

## Numbers as computed

```
ZERO FIELD, effective units
optimal width a = b: 0.93999 a*
Gaussian binding, direct minimization: 0.84883 Ry*
8/(3 pi): 0.84883 Ry*
converged binding by diagonalization: 1.00000 Ry*
contact density, Gaussian/true: 0.2402
diamagnetic coefficient at gamma = 0.05: Gaussian 0.4411, converged 0.4986 Ry*
9 pi/64: 0.4418 Ry*
strong-field test at u = 8: gamma 1.109e+09, binding 160.428 Ry*
GERMANIUM MODEL, rough inputs
transverse, longitudinal mass: 0.082, 1.6 m0; permittivity 16.0
conductivity mass: 0.1199 m0
effective Rydberg: 6.374 meV; effective Bohr radius: 7.060 nm
field for gamma = 1: 13.21 T
B (T) | gamma | a (nm) | b (nm) | Gaussian (meV) | converged (meV) | ratio
   0 | 0.0000 | 6.636 | 6.636 | 5.410 | 6.374 | 0.8488
   2 | 0.1515 | 6.548 | 6.588 | 6.312 | 7.268 | 0.8685
   5 | 0.3786 | 6.191 | 6.390 | 7.449 | 8.379 | 0.8890
  10 | 0.7573 | 5.507 | 5.999 | 8.934 | 9.830 | 0.9089
  20 | 1.5145 | 4.530 | 5.404 | 11.088 | 11.958 | 0.9272
DETAIL AT 10 T
gamma: 0.75726; u: 0.41927; b/a: 1.0892
a: 0.78009 a*; b: 0.84967 a*
transverse kinetic: 0.82164 Ry*
axial kinetic: 0.34629 Ry*
diamagnetic: 0.17448 Ry*
Coulomb: -1.98689 Ry*
total energy: -0.64448 Ry*
binding: 1.40174 Ry* = 8.934 meV
magnetic length: 8.113 nm
NEGLECTED EFFECTS
Gaussian with true masses, valley along B, 0 T: 7.698 meV
Gaussian with true masses, valley along B, 10 T: 13.126 meV
Landau edge, valley along B [111]: 7.059 meV
Landau edge, three tilted valleys: 2.794 meV
offset between valley edges: 4.265 meV
central-cell radius taken: 0.245 nm
first-order central-cell scale, zero field, one valley: 0.461 meV; four valleys in phase: 1.842 meV
thermal energy at 4.2 K: 0.362 meV
donor spacing N^(-1/3) at 1e+14 cm^-3: 215.4 nm
spin splitting for g = 2 at 10 T: 1.158 meV
```
